# Depolarizing field at the centre of an in-plane polarized strip

## The form fixed by dimensions and symmetry

A flat monolayer occupies $-L/2<x<L/2$ in the plane $z=0$, is infinitely long in $y$, and lies in vacuum. It carries a uniform polarization $P_{2D}>0$ along $+x$, perpendicular to its two edges. A two-dimensional polarization is a dipole moment per unit area, so its SI unit is C m/m² = C/m. For now the polarization is held fixed, there are no free charges, and the thickness is neglected.

The field at the centre can depend only on $P_{2D}$, $L$ and $\varepsilon_0$. Electrostatics is linear in its sources, so the field is proportional to $P_{2D}$. The ratio $P_{2D}/\varepsilon_0$ has the unit (C/m)/(C/(V m)) = V, and one division by a length turns it into a field. The width is the one length available, hence

$$E_x(0)=C\,\frac{P_{2D}}{\varepsilon_0L},$$

with a pure number $C$. The reflection $y\to-y$ leaves the strip and its polarization unchanged but reverses $E_y$, so $E_y=0$. The reflection $z\to-z$ does the same for $E_z$ in the plane $z=0$.

This already separates the strip from a thick slab polarized along its normal, whose field does not depend on the distance between its charged faces. In a strip of zero thickness the field must fall as $1/L$ at fixed $P_{2D}$. Two calculations now give $C=-2/\pi$, one from charges at the edges and one from dipoles throughout the sheet.

## First derivation: edge line charges

Polarization measures displaced charge: per unit length in $y$, a charge $P(x)$ has moved in the $+x$ direction across the line at $x$. The narrow band between $x$ and $x+dx$ has gained $P(x)$ on its left side and lost $P(x+dx)$ on its right. Its net charge per unit length is $P(x)-P(x+dx)$, so the charge per unit area is

$$\rho(x)=-\frac{dP}{dx}.$$

Inside the strip $P$ is constant and $\rho=0$. At the right edge $P$ drops from $P_{2D}$ to zero, leaving a line charge $\lambda=+P_{2D}$. At the left edge it rises from zero, leaving $\lambda=-P_{2D}$. A line charge is measured in C/m, as is $P_{2D}$, so no further factor enters.

The field of a line follows from Coulomb's law. Take a line of length $W$ and a point at perpendicular distance $r$ from its midpoint. An element $\lambda\,dy$ lies at distance $\sqrt{r^2+y^2}$, and the fraction $r/\sqrt{r^2+y^2}$ of its field is perpendicular to the line. The parallel parts from $y$ and $-y$ cancel. Therefore

$$E_r=\frac{\lambda r}{4\pi\varepsilon_0}\int_{-W/2}^{W/2}\frac{dy}{(r^2+y^2)^{3/2}}.$$

Since $y/(r^2\sqrt{r^2+y^2})$ has the derivative $(r^2+y^2)^{-3/2}$,

$$E_r=\frac{\lambda W}{4\pi\varepsilon_0 r\sqrt{r^2+W^2/4}}\;\longrightarrow\;\frac{\lambda}{2\pi\varepsilon_0r}\qquad(W\to\infty).$$

At a point $x$ in the strip, the positive right edge is at distance $L/2-x$ and pushes a positive test charge to the left. The negative left edge is at distance $L/2+x$ and pulls it to the left. The two fields add:

$$E_x(x)=-\frac{P_{2D}}{2\pi\varepsilon_0}\left[\frac{1}{L/2-x}+\frac{1}{L/2+x}\right]
=-\frac{P_{2D}}{2\pi\varepsilon_0}\,\frac{L}{L^2/4-x^2}.$$

At $x=0$ the last fraction is $4/L$, which gives

$$\boxed{E_x(0)=-\frac{2P_{2D}}{\pi\varepsilon_0L}}$$

The magnitude is $2P_{2D}/(\pi\varepsilon_0L)$. The minus sign says that the field opposes the polarization, which is the meaning of *depolarizing*.

The denominator $L^2/4-x^2$ is largest at $x=0$, so the centre has the weakest field in the strip. At $x=\pm L/4$ the magnitude is larger by $1/(1-1/4)=4/3$. It diverges at the edges because the charge was placed on lines of zero width. Within a few atomic spacings of an edge the formula has no meaning.

## Second derivation: summing the dipoles

Now no edge charge is introduced. The sheet is a set of elementary dipoles $P_{2D}\,dx'\,dy'$ along $x$. A point dipole $p$ along $x$ produces, at a displacement $(X,Y,z)$ from it,

$$E_x=\frac{p}{4\pi\varepsilon_0}\left(\frac{3X^2}{R^5}-\frac{1}{R^3}\right),\qquad R^2=X^2+Y^2+z^2.$$

The field point is kept at a small height $z$ above the centre, because the sum is singular in the sheet itself. First add all dipoles on a line parallel to $y$. With $s^2=X^2+z^2$, the integrals needed are

$$\int_{-\infty}^{\infty}\frac{dY}{(s^2+Y^2)^{3/2}}=\frac{2}{s^2},\qquad
\int_{-\infty}^{\infty}\frac{dY}{(s^2+Y^2)^{5/2}}=\frac{4}{3s^4}.$$

Both follow from $Y=s\tan u$, which turns them into $s^{-2}\int\cos u\,du$ and $s^{-4}\int\cos^3u\,du$ over $-\pi/2<u<\pi/2$. A line of dipoles of width $dX$ thus contributes

$$dE_x=\frac{P_{2D}\,dX}{4\pi\varepsilon_0}\left(\frac{4X^2}{s^4}-\frac{2}{s^2}\right)
=\frac{P_{2D}\,dX}{2\pi\varepsilon_0}\,\frac{X^2-z^2}{(X^2+z^2)^2}.$$

The last function is the derivative of $-X/(X^2+z^2)$. Integration over the strip gives

$$E_x(0,z)=\frac{P_{2D}}{2\pi\varepsilon_0}\left[-\frac{X}{X^2+z^2}\right]_{-L/2}^{L/2}
=-\frac{P_{2D}}{2\pi\varepsilon_0}\,\frac{L}{L^2/4+z^2}.$$

As $z\to0$ this becomes $-2P_{2D}/(\pi\varepsilon_0L)$, the same result.

The order of the steps matters. If $z=0$ is set before integrating, every line of dipoles contributes $+P_{2D}\,dX/(2\pi\varepsilon_0X^2)$, and the sum appears positive and infinite. What has been lost is the narrow region $|X|<|z|$, where the contribution is negative. To see its weight, split the strip at $|X|=b$, with $b$ fixed while $z\to0$:

$$E_{\rm near}=-\frac{P_{2D}}{\pi\varepsilon_0b},\qquad
E_{\rm far}=+\frac{P_{2D}}{\pi\varepsilon_0}\left(\frac1b-\frac2L\right).$$

The arbitrary length $b$ cancels in the sum. Without the edges, $L\to\infty$, the two parts cancel completely: an infinite uniform sheet has no macroscopic in-plane field. The field of the finite strip is therefore minus the field that the missing dipoles beyond $\pm L/2$ would have supplied. Those dipoles would have supported the polarization, and their absence opposes it.

## What each derivation assumes

Both use linear superposition, vacuum on both sides, and a polarization that is uniform and known. Both give a macroscopic field, averaged over the atomic structure. In the second derivation this means a height $z$ large compared with the atomic spacing but small compared with $L$. The field acting on one particular atom contains an additional lattice contribution, which neither derivation supplies.

The first derivation needs the charge at the edges. It does not ask how that charge arose, so free carriers sitting on the edge lines are included by adding them to $\lambda$. The second needs neutral dipoles filling the strip up to its edges. Charge from a particular edge termination, or from trapped carriers, is not part of such a dipole density and must be added separately.

This matters when the edges are partly compensated. If free charges $-\sigma$ and $+\sigma$ sit on the right and left edge lines, the net line charges are $\pm(P_{2D}-\sigma)$. The centre field is then $-2(P_{2D}-\sigma)/(\pi\varepsilon_0L)$, although the dipole density is still $P_{2D}$.

## Thickness, length and surroundings

Let the layer have thickness $t$, with $P_{2D}$ spread evenly over it. Each edge is then a face of charge density $P_{2D}/t$. A strip of the face between heights $z$ and $z+dz$ is a line charge $P_{2D}\,dz/t$. Keeping the horizontal part of its field and adding both faces,

$$|E_x(0)|=2\,\frac{P_{2D}}{2\pi\varepsilon_0t}\int_{-t/2}^{t/2}\frac{L/2}{L^2/4+z^2}\,dz
=\frac{2P_{2D}}{\pi\varepsilon_0t}\arctan\frac tL.$$

For $t\ll L$, $\arctan(t/L)\simeq t/L-t^3/(3L^3)$. The strip formula returns, with a relative correction $-t^2/(3L^2)$. For $t\gg L$ the arctangent tends to $\pi/2$ and the field becomes $P_{2D}/(\varepsilon_0t)$, the slab result, independent of $L$. The strip field is small beside the slab value because most of the field lines of a thin edge pass through the vacuum above and below.

For a strip of finite length $W$, put $r=L/2$ in the finite-line formula. The centre field is multiplied by $W/\sqrt{W^2+L^2}$. The end edges carry no bound charge, since the polarization runs parallel to them.

If the strip lies on a thick dielectric of relative permittivity $\varepsilon_s$, the field of each line is still radial. It is tangential to the interface, where it must be continuous, so $E_r$ has the same value on both sides. The displacement flux per unit length is $\pi r\varepsilon_0E_r$ through the vacuum half and $\pi r\varepsilon_0\varepsilon_sE_r$ through the dielectric half. Gauss's law then gives $\lambda=\pi r\varepsilon_0(1+\varepsilon_s)E_r$. At fixed $P_{2D}$ every field is multiplied by $2/(1+\varepsilon_s)$.

## A strip 100 nm wide

Take $P_{2D}=200$ pC/m, $L=100$ nm and $t=0.6$ nm. These are round model values. The edge charge is 1.25 elementary charges per nanometre. The centre field is

$$|E_x(0)|=\frac{2(2.00\times10^{-10})}{\pi(8.854\times10^{-12})(1.00\times10^{-7})}\ \frac{\rm V}{\rm m}=1.44\ {\rm MV/cm},$$

or 0.144 V/nm, half of it from each edge. At $x=\pm L/4$ the magnitude is 1.92 MV/cm. With $P_{2D}$ held fixed, the centre field is 4.79 MV/cm for a width of 30 nm and 0.144 MV/cm for 1000 nm.

The thickness changes the field by a fraction $-1.2\times10^{-5}$. A length $W=1000$ nm gives the factor 0.995. The slab expression $P_{2D}/(\varepsilon_0t)$ would give 376 MV/cm, so using it for this strip would be wrong by a factor of about 260.

The field grows towards the edges, so the voltage must be found by integration. Integrating the field magnitude between points a distance $d$ inside the two edges gives

$$V=\frac{P_{2D}}{2\pi\varepsilon_0}\left[\ln\frac{L/2+x}{L/2-x}\right]_{-L/2+d}^{L/2-d}
=\frac{P_{2D}}{\pi\varepsilon_0}\ln\frac{L-d}{d}.$$

The prefactor is 7.19 V. With $d=1$ nm, $V=7.19\ln99=33.0$ V. This is only an estimate, because $d$ is a choice and lies close to the atomic scale; $d=2$ nm gives 28.0 V. At fixed $P_{2D}$ and $d$, a wider strip has a smaller centre field but a larger voltage.

## When the polarization responds

A real layer is polarized further by the field. To linear order,

$$P(x)=P_0+\varepsilon_0\chi E_x(x),$$

where $P_0=200$ pC/m is the polarization at zero field and the sheet susceptibility $\chi$ is a length. The field depends on $P$ through $\rho=-dP/dx$, so the two must be found together. For the numbers below the strip was divided into 1201 cells of constant $P$, with a line charge at each cell boundary equal to the difference of the neighbouring polarizations. The response law at the cell centres is then a set of linear equations.

For $\chi=10$ nm the centre polarization falls to 186 pC/m, yet the centre field rises to 1.54 MV/cm, 7% above the rigid value. For $\chi=30$ nm the polarization is 160 pC/m and the field 1.49 MV/cm, 4% above it.

The rise has a simple origin. The charge on the right half is $\int_0^{L/2}\rho\,dx=P(0)$, since $P$ vanishes outside. The left half carries the opposite charge, so

$$|E_x(0)|=\frac{1}{\pi\varepsilon_0}\int_0^{L/2}\frac{\rho(x)}{x}\,dx
=\frac{P(0)}{\pi\varepsilon_0}\left\langle\frac1x\right\rangle,$$

where the average is weighted by the charge. In the rigid strip $\langle1/x\rangle=2/L$. The response lowers $P(0)$, but it also spreads charge inward, where it acts more strongly on the centre. For $\chi=10$ nm the first factor is $186.4/200=0.93$. The field ratio 1.07 then requires $\langle1/x\rangle$ to be 1.15 times $2/L$. For $\chi=30$ nm the factors are 0.80 and 1.29. In both cases the spreading wins slightly. This is not general: for $\chi=60$ nm the fall of $P(0)$ wins, and the centre field is 9% below the rigid value.

The edge-to-edge voltage is now finite without a cutoff, because the response law gives $V=\int(P_0-P)\,dx/(\varepsilon_0\chi)$ with $P$ finite. It is about 32 V for $\chi=10$ nm and 23 V for $\chi=30$ nm. These voltages belong to the linear model: at the edges it brings $P$ to zero, which takes a field $P_0/(\varepsilon_0\chi)$, or 23 MV/cm for $\chi=10$ nm. A real layer cannot be expected to respond linearly there. For the larger $\chi$ linearity is doubtful even at the centre. A quartic double well with the same $P_0$ and $\chi$ has the coercive field $P_0/(3\sqrt3\,\varepsilon_0\chi)$, which is 4.35 MV/cm for $\chi=10$ nm but only 1.45 MV/cm for $\chi=30$ nm. With that response law the centre values become 184 pC/m and 1.63 MV/cm for $\chi=10$ nm, and 123 pC/m and 1.44 MV/cm for $\chi=30$ nm, where the rise disappears.

## Why the ideal state discharges

Let the layer have a gap $E_g=1$ eV. A drop of about 32 V lifts the valence band on one side far above the conduction band on the other. Electrons can lower their energy by moving to the positive edge and leaving holes at the negative one.

If the compensating charge sits on the edge lines, it acts as a reduction of $P_0$, and all fields scale together. The voltage equals the gap when the uncompensated fraction is $1/32=0.031$. The centre field is then 0.048 MV/cm. This is a threshold estimate, not a prediction of the final state, which also depends on edge levels and on where the carriers settle.

Tunnelling shows whether the charge can move. Take symmetric bands $\epsilon^2=(E_g/2)^2+(\hbar vk)^2$. Expansion at small $k$ gives $\epsilon\simeq E_g/2+\hbar^2v^2k^2/E_g$, so the band mass is $m=E_g/(2v^2)$. In a field $F$ the energy measured from midgap is $eFx$, and inside the gap $k=i\kappa$ with $\hbar v\kappa=\sqrt{(E_g/2)^2-(eFx)^2}$. The integral of this root is the area of a half-ellipse, so the WKB exponent is

$$S=2\int\kappa\,dx=\frac{2}{\hbar v}\,\frac{\pi(E_g/2)^2}{2eF}
=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar eF}.$$

The last step uses $v=\sqrt{E_g/(2m)}$. For $m=0.15$ electron masses and $F=1.54$ MV/cm, the tunnelling distance $E_g/(eF)$ is 6.5 nm, $S=10.1$, and the probability $e^{-S}$ is about $4\times10^{-5}$. Since $\hbar\,dk/dt$ has magnitude $eF$, an electron crosses a Brillouin zone of width $2\pi/a$ in a time $h/(eFa)$. With $a=0.45$ nm this means $1.7\times10^{13}$ attempts per second, and a rate near $7\times10^8$ per second for an electron with no momentum along the edge. This is the rate for one electron, not the discharge rate of the strip. A momentum $\hbar k_y$ along the edge replaces $(E_g/2)^2$ by $(E_g/2)^2+(\hbar vk_y)^2$ in $S$. Summing over $k_y$ and spin gives $2\,(eF/h)\,(2\pi)^{-1}\sqrt{eF/\hbar v}\;e^{-S}=2.6\times10^{22}$ pairs per cm² and second for one valley. At this initial rate over the whole width, the edge charge $P_{2D}/(eL)=1.25\times10^{12}$ cm⁻² would be supplied in about 50 ps, and the stronger field nearer the edges acts faster still. In this model the initial state therefore starts to discharge within tens of picoseconds or less. Because $S\propto1/F$, the process slows sharply as the field falls, so tunnelling at the centre need not carry the strip to the threshold above.

The thermal carriers present at any one moment are far too few at 300 K, although generation would keep replacing those swept to the edges, at a rate not estimated here. With spin included, one parabolic band has $m/(\pi\hbar^2)$ states per area and energy. For a midgap chemical potential the electron density is $(mk_BT/\pi\hbar^2)e^{-E_g/2k_BT}=6.5\times10^3$ cm⁻². Neutralizing the positive edge with electrons gathered from the whole width takes $P_{2D}/(eL)=1.25\times10^{12}$ cm⁻². Doping of that order could supply them, but the ionized donors left behind would spread positive charge over the strip, so the screening would be incomplete.

## Relation to real monolayers

The polarization, susceptibilities, gap and mass are rough model inputs, not data for a particular compound. Uncompensated edges are a doubtful assumption for a real strip, and compensation down to the threshold above would lower the centre field from 1.54 to 0.048 MV/cm, a factor of about 30. A thick substrate with $\varepsilon_s=4$ would reduce the rigid-strip field to 2/5 of its vacuum value. Domains, nonlinear switching, mass anisotropy and the loss of polarization on heating are not included. The value 1.44 MV/cm is therefore the field of the ideal strip before it relaxes, and a measure of its drive towards compensation or domains.
